Prange-Nee roughness element and the mean confining force at an infinite wall

When an oxide wall moves by a small distance Δ into a semiconductor, the energy E of a confined electron changes by ΓΔ, so Γ is an energy divided by a length, which is a force. At an infinite wall the subband function ζ(z) vanishes, and the lowest local quantity that can report the electron's presence there is the slope ζ'(0). Since ζ² is a probability per length, ζ'(0)² has the dimension length⁻³. Multiplication by ħ²/m, an energy times length², gives a force. Dimensions thus suggest Γ ∝ (ħ²/m)ζ'(0)², but leave the number in front open.

Translation symmetry says which force this must be. Let the wall stand at Δ and let the smooth potential be displaced by s, so that it reads V(z − s). Moving both together changes nothing but the origin, so E depends on Δ − s alone. Hence ∂E/∂Δ = −∂E/∂s. The potential changes with s at the rate −V', and first-order perturbation theory gives ∂E/∂s = −⟨V'⟩. Therefore

∂E/∂Δ = ⟨dV/dz⟩.

It remains to show that this derivative is the squared wall slope times ħ²/2m, and to prove the equality directly from the Schrödinger equation.

The semiconductor occupies z > 0, with z increasing away from the oxide. The mass m for motion along z is constant, and a = ħ²/2m. A bound subband is described by a real function satisfying

−aζ'' + Vζ = Eζ, ζ(0) = 0, ∫₀^∞ ζ² dz = 1,

with ζ and ζ' vanishing far from the wall. V contains every smooth potential in this equation. The force on the electron is −dV/dz. A potential that rises with z presses the electron towards the oxide, and ⟨V'⟩ is the magnitude of that force. The claim is

Γ = (ħ²/2m)ζ'(0)² = ⟨dV/dz⟩.

First consider the energy shift. Put the wall at Δ > 0 while V stays fixed, and call the new function η and its energy E_Δ. The two equations are

aζ'' = (V − E)ζ, aη'' = (V − E_Δ)η.

Multiply the first by η, the second by ζ, and subtract. The potential cancels:

a(ηζ'' − ζη'') = (E_Δ − E)ζη.

The left side is a d(ηζ' − ζη')/dz, because the products η'ζ' cancel. Integrate from Δ to infinity. The upper limit gives zero, and η(Δ) = 0 removes one term at the lower limit:

(E_Δ − E)∫_Δ^∞ ζη dz = aζ(Δ)η'(Δ).

No approximation has been made yet. For small Δ, ζ(Δ) = Δζ'(0) to first order, while η'(Δ) tends to ζ'(0) and the overlap integral tends to one. Thus

E_Δ − E = aζ'(0)²Δ + terms of higher order.

For Δ < 0 the potential must be continued smoothly into the strip that the wall uncovers. Integrating the same identity from 0, where now ζ vanishes, gives −aη(0)ζ'(0) on the right. Since η(0) = −Δζ'(0) to first order, the result is the same. The sign is physical: a wall moving into the semiconductor squeezes the electron and raises its energy.

If the displacement Δ(r) varies slowly along the interface, compared with the thickness of the subband, the local energy shift acts as a potential ΓΔ(r) for motion in the plane. Its matrix element between two plane waves is Γ times the Fourier component of Δ at the momentum transfer. This is the Prange-Nee form. It is of first order in Δ and leaves out the electrostatic rearrangement of charge caused by the roughness.

Now define

Q(z) = aζ'² + (E − V)ζ².

In a region of constant V this is a constant of the motion. In general,

dQ/dz = 2aζ'ζ'' + 2(E − V)ζζ' − V'ζ².

The Schrödinger equation gives aζ'' = (V − E)ζ, so the first term is 2(V − E)ζζ' and cancels the second. What is left is

dQ/dz = −V'ζ².

Integration from 0 to infinity gives

Q(∞) − Q(0) = −∫₀^∞ V'ζ² dz.

Far away Q vanishes. At the wall ζ = 0, so Q(0) = aζ'(0)², provided that Vζ² also tends to zero there. Changing both signs,

(ħ²/2m)ζ'(0)² = ∫₀^∞ V'ζ² dz = ⟨dV/dz⟩,

which is the statement to be proved. A finite V at the wall is sufficient for the boundary condition. A term C/z is also allowed: with ζ proportional to z near the wall, Vζ² vanishes as z, while V'ζ² stays finite and can be integrated.

In a stationary state the mean momentum does not change, so the mean total force is zero. The smooth potential pushes the electron towards the wall with ⟨V'⟩, and the wall pushes back with aζ'(0)². The wall's force must be counted: balancing the smooth force alone would give ⟨V'⟩ = 0, which is false whenever the wall slope is nonzero.

The simplest limit is a linear potential V = Fz. Its mean force is F in any state, so each level has Γ = F, whatever its energy or mass. A heavier electron lies closer to the wall with a larger ζ'(0)², and the smaller factor ħ²/2m compensates. The Airy functions of the three lowest levels were normalized by quadrature for F = 0.04639776 eV/nm, and their wall slopes returned that same value for all three.

The equality belongs to diagonal elements. Between two subbands the roughness element can be found from a wall of great but finite height V₀, with the same mass on both sides. Moving it by a Δ much smaller than the decay length 1/κ adds V₀ in a strip of width Δ, with matrix element V₀ζ_m(0)ζ_n(0)Δ. Inside the wall each function decays as exp(κz), with κ² = V₀/a to leading order, so ζ(0) = ζ'(0)/κ. The element per displacement is therefore Γ_mn = aζ_m'(0)ζ_n'(0). To find its relation to the force, differentiate the product of slopes and use the two Schrödinger equations:

a d(ζ_m'ζ_n')/dz = (V − E_m)ζ_mζ_n' + (V − E_n)ζ_nζ_m'
= V d(ζ_mζ_n)/dz − E_mζ_mζ_n' − E_nζ_nζ_m'.

Integrate from 0 to infinity. The left side gives −aζ_m'(0)ζ_n'(0). Integration by parts turns the first term on the right into −⟨m|V'|n⟩, because the boundary terms vanish. The same operation gives ∫ζ_nζ_m' dz = −∫ζ_mζ_n' dz. Collecting signs,

Γ_mn = ⟨m|V'|n⟩ + (E_m − E_n)⟨m|d/dz|n⟩.

The last term is zero for m = n. It cannot in general be dropped for intersubband scattering, even when the scattering is elastic: the total energy is then conserved, but the subband energies E_m and E_n still differ.

For an inversion layer the mean force can be found from charge densities alone. Let N_s be the density of electrons per area, N_dep that of ionized acceptors, and n(z) the normalized electron distribution. Take the depletion layer as much thicker than the subband, so that practically all acceptor charge lies beyond the electrons. With zero field deep in the semiconductor, Gauss's law says that the force at z is set by the negative charge beyond z:

V'(z) = (e²/ε_s)[N_dep + N_sG(z)], G(z) = ∫_z^∞ n(z₁) dz₁,

where ε_s is the semiconductor permittivity. This is the Hartree mean field; exchange and correlation are omitted. If one subband is occupied, n = ζ². Since G' = −n, the average of G is

∫₀^∞ nG dz = −∫₀^∞ GG' dz = [G(0)² − G(∞)²]/2 = 1/2.

The theorem then gives

Γ = e²(N_dep + N_s/2)/ε_s.

The shape of ζ has dropped out. An electron next to the wall feels all the others, one at the outer edge feels none, and the average is half. The field at the surface contains N_dep + N_s instead. For N_s much smaller than N_dep the two agree; in the opposite limit Γ is half the surface force.

With several occupied subbands, n is the sum of their densities weighted by their shares. The integral of nG is still one half, so the share-weighted mean of the elements Γ_i keeps the value above, while the individual elements need not. This remains true for valleys with different masses, provided each Γ_i is formed with its own mass.

Consider an electron layer on (100) silicon at 4 K, with rough typical parameters: m = 0.916 m₀, relative permittivity 11.7, N_s = 4×10¹² cm⁻² and N_dep = 1×10¹² cm⁻². Then ħ²/2m = 0.041594 eV nm² and e²/ε_s = 1.5466 eV nm. The self-consistent Hartree calculation gives a mean distance from the wall of 1.6 nm and ζ'(0) = 1.05617 nm⁻³ᐟ². Hence

Γ = 0.041594 × (1.05617)² eV/nm = 0.0464 eV/nm.

The sheet densities add up to N_dep + N_s/2 = 3×10¹² cm⁻² = 0.03 nm⁻², so

Γ = 1.5466 × 0.03 eV/nm = 0.0464 eV/nm.

This corresponds to a field of 0.464 MV/cm, or 60% of the surface field of 0.773 MV/cm. Quadrature of V'ζ² and the wall slope agree to all seven printed digits. Moving the wall by ±0.002 nm through the frozen potential and taking the energy difference gives 0.04639777 eV/nm, different by one unit in the last digit. These digits test the identity; the material parameters do not justify so many.

Between the two lowest subbands of this potential, the force part is 0.0127 eV/nm and the energy-difference part 0.0210 eV/nm. Their sum, 0.0337 eV/nm, is the element obtained from the two slopes. Here the mean-force expression alone would supply little more than a third of it.

If the same total density is divided between these two subbands in the fixed shares 0.7 and 0.3, and the potential is made self-consistent again, the elements become 0.0528 and 0.0315 eV/nm. Their weighted mean is

0.7 × 0.0528 + 0.3 × 0.0315 = 0.0464 eV/nm,

as required. By Gauss's law, the larger element means that electrons in the lower subband have, on average, more charge beyond them.

The number of walls matters too. In a body of thickness L with infinite walls at both faces, Q at the far face is aζ'(L)², and the integral of dQ/dz gives

Γ_left − Γ_right = ⟨V'⟩.

The force now measures a difference of two roughness elements. In a flat body the lowest state is ζ = √(2/L) sin(πz/L), with slope squared 2π²/L³ at either wall. Each wall therefore has

Γ = (ħ²/2m)(2π²/L³) = π²ħ²/(mL³),

although the mean force is zero. For L = 3 nm and the mass above this is 0.0304 eV/nm. Equating it to the confining field would predict no roughness scattering where a varying thickness produces it through quantum confinement. If both faces move together, so that the thickness stays constant, the energy derivative is Γ_left − Γ_right, which is zero in the flat body. If the Hartree potential of the example is placed unchanged in this 3 nm body, the two elements are 0.0669 and 0.0135 eV/nm, and their difference, 0.0534 eV/nm, is the mean force.

First order in Δ is a further condition. A roughness height of 0.3 nm, again a rough value, gives a linear shift of 0.0464 × 0.3 eV = 13.9 meV. With V frozen, the full shift is 12.5 meV inward and −15.4 meV outward, so the magnitudes differ from the linear value by about 10 and 11%. The theorem explains the direction. At each wall position the energy derivative is the mean of V' in the displaced state. Moving inward takes the electron to where less charge lies beyond it and V' is smaller; moving outward does the reverse. In a linear potential this curvature is absent.

A real oxide has a finite barrier. Let V jump upwards by V₀ on entering the oxide, where the mass is m_ox and a_ox = ħ²/2m_ox. The function ζ is continuous, and so is ζ' divided by the mass, which means aζ'(0⁺) = a_oxζ'(0⁻). The equation for dQ/dz holds on each side. Adding the two integrals, and neglecting the exponentially small wave at the gate, gives ⟨V'⟩ = Q(0⁺) − Q(0⁻), where V' excludes the jump itself. In this difference E and the semiconductor potential at the interface cancel, leaving

⟨V'⟩ = V₀ζ(0)² + aζ'(0⁺)² − a_oxζ'(0⁻)².

By the matching condition the last term is (a²/a_ox)ζ'(0⁺)² = a(m_ox/m)ζ'(0⁺)², so

⟨V'⟩ = V₀ζ(0)² + aζ'(0⁺)²(1 − m_ox/m).

By the translation argument, this is also the energy derivative for a displaced interface. For a high barrier the oxide wave decays as exp(κz), with κ² = V₀/a_ox to leading order. Then ζ(0) = ζ'(0⁻)/κ and

V₀ζ(0)² = a_oxζ'(0⁻)² = a(m_ox/m)ζ'(0⁺)².

The mass terms cancel, and the Prange-Nee form returns.

For V₀ = 3.1 eV and m_ox = 0.5 m₀, with the semiconductor potential frozen, the interface element is 0.0494 eV/nm, 6.5% above the infinite-wall value. Its slope term aζ'(0⁺)² alone is 0.0481 eV/nm, 2.6% below the interface element. The increase can be estimated. Here a_ox = 0.041594 × 0.916/0.5 = 0.0762 eV nm², and with E = 0.129 eV,

κ = √[(3.1 − 0.129)/0.0762] = 6.24 nm⁻¹.

Continued linearly from the semiconductor, ζ would vanish a distance d = (m_ox/m)/κ = 0.087 nm inside the oxide. The barrier thus acts approximately as an infinite wall moved outward by d. The two finite shifts give dΓ/dΔ ≈ (12.47 − 15.41) meV/(0.3 nm)² = −0.033 eV/nm². An outward displacement d therefore adds about 0.0029 eV/nm, close to the calculated 0.0030 eV/nm.

Much of this increase belongs to the frozen potential. In a self-consistent calculation, Gauss's law would again hold the semiconductor part near e²(N_dep + N_s/2)/ε_s, because the probability inside the oxide is just 7×10⁻⁴. The oxide field of 2.32 MV/cm exerts a force of 0.232 eV/nm, which multiplied by this probability adds about 0.0002 eV/nm. The semiconductor part loses a little for the same reason, and the self-consistent element is 0.0465 eV/nm, about 0.0001 eV/nm above the infinite-wall value.

The image potential is a larger correction. The semiconductor has the higher permittivity, so an electron in it is repelled by its image at the oxide, and for a thick oxide with an abrupt change of permittivity the potential is C/z with C > 0. With this term added to the frozen Hartree potential, the wall slope gives Γ = 0.0289 eV/nm, 38% less than before. The theorem still holds, but the mean force now includes −0.0141 eV/nm from the image. The remaining Hartree part is 0.0289 + 0.0141 = 0.0430 eV/nm. There is a distinction here: Γ describes a wall that moves inward while the image potential stays behind. If a flat interface carries its image potential with it, translation symmetry leaves the Hartree force as the energy derivative. This is 0.0430 eV/nm in the frozen potential. In a self-consistent one it would return to e²(N_dep + N_s/2)/ε_s = 0.0464 eV/nm, because the Gauss's-law average does not depend on the shape of ζ. Roughness of finite wavelength needs a calculation of the altered image potential. The 38% is also sensitive to the idealized form C/z: a metal gate behind 2 nm of oxide reduces the drop to 32%, and softening the term to C/(z + 0.1 nm) reduces it to 27%.

Set beside a silicon transistor, the example describes a moderately doped bulk device, with roughly 10¹⁷ acceptors per cm³, at low temperature. Its oxide field is about a quarter of a rough breakdown field of 10 MV/cm. The finite depletion thickness lowers Γ by about 0.5% at this doping. Without substrate bias, N_dep = 1×10¹² cm⁻² at 4 K corresponds more closely to 7×10¹⁶ cm⁻³, for which the reduction is 0.35%. A rough nonparabolicity of 0.5 eV⁻¹ times the mean kinetic energy of motion along z is 0.015; adding the in-plane Fermi energy of 25 meV raises this to 0.028. At 4 K practically all electrons are in the lowest subband. At 300 K, in the same frozen potential, its share falls to 48%: the next subband and the lowest level of the other valleys both lie about 50 meV higher, and the latter group has a larger density of states. If the potential is made self-consistent at 300 K, these spacings grow to about 65 and 62 meV and the share is 59%. At these densities, room temperature therefore breaks the one-subband assumption. The weighted mean of Γ survives in the Hartree model, but individual elements can differ substantially from that mean, in the two-subband case by +14% and −32%. A body as thin as the 3 nm example also breaks the one-wall assumption; in a body much thicker than the electron layer, the far wall hardly matters.

In the Born approximation the intrasubband scattering rate varies as Γ², if the roughness spectrum, screening and density of states are held fixed. With the Hartree potential frozen and the image potential left behind by a wall moving inward, Γ² is (0.0289/0.0464)² = 0.39 of its former value. Self-consistency raises Γ to 0.0315 eV/nm and this factor to 0.46, and for an inward step of 0.3 nm in the frozen potential the squared ratio of the full energy shifts is 0.53. None of these is yet a scattering rate, because roughness also moves the wall outward, into a region where C/z does not define the potential. For roughness so slowly varying that the interface carries its image potential with it, the factor in the same frozen potential is (0.0430/0.0464)² = 0.86, and self-consistency would bring it back to 1. The result thus depends strongly on whether the image potential moves with the wall. This comparison isolates the matrix element and is not a mobility prediction, since exchange, correlation and the charge displaced by the roughness are missing. The numerical output below gives the values at the printed precision.

Computed results

```
Normal mass / m0: 0.916
Transverse mass / m0: 0.19
Semiconductor relative permittivity: 11.7
Oxide relative permittivity: 3.9
Inversion density: 4e+12 cm^-2
Depletion density: 1e+12 cm^-2
hbar^2/(2m): 0.041594 eV nm^2
e^2/eps_s: 1.5466 eV nm
Subband energy E0: 128.7 meV
Subband spacing E1-E0: 50.37 meV
Other valleys, lowest level minus E0: 49.87 meV
Mean distance from wall: 1.614 nm
Wall slope zeta'(0): 1.05617 nm^-3/2
Gamma from wall slope: 0.04639776 eV/nm
Gamma from mean force: 0.04639776 eV/nm
Gamma from sheet densities: 0.04639776 eV/nm
Gamma from moving the wall: 0.04639777 eV/nm
Gamma/e as a field: 0.464 MV/cm
Surface field: 0.7733 MV/cm
Linear potential, Airy level 0, Gamma: 0.04639776 eV/nm
Linear potential, Airy level 1, Gamma: 0.04639776 eV/nm
Linear potential, Airy level 2, Gamma: 0.04639776 eV/nm
Off-diagonal element 0-1: 0.033724 eV/nm
  its force part: 0.012709 eV/nm
  its energy-difference part: 0.021015 eV/nm
Shares 0.7/0.3: Gamma of subband 0: 0.052803 eV/nm
Shares 0.7/0.3: Gamma of subband 1: 0.031451 eV/nm
Shares 0.7/0.3: weighted mean: 0.04639776 eV/nm
Thin body thickness: 3 nm
Thin body, left-wall element: 0.066918 eV/nm
Thin body, right-wall element: 0.013539 eV/nm
Thin body, mean force: 0.053379 eV/nm
Flat thin body, element at zero force: 0.030408 eV/nm
Roughness height: 0.3 nm
Linear energy shift Gamma*height: 13.92 meV
Full shift, wall moved inward: 12.47 meV
Full shift, wall moved outward: -15.41 meV
Oxide barrier: 3.1 eV
Oxide mass / m0: 0.5
Oxide thickness: 2 nm
Finite barrier, interface element: 0.049414 eV/nm
Finite barrier, slope term alone: 0.048142 eV/nm
Probability inside oxide: 0.000716
With image potential, Gamma: 0.028931 eV/nm
  image part of mean force: -0.0141 eV/nm
Acceptor density: 1e+17 cm^-3
Depletion curvature, relative change of Gamma: -0.0054
Nonparabolicity coefficient: 0.5 1/eV
Nonparabolicity times kinetic energy: 0.015
Share in lowest subband at 4 K: 1
Share in lowest subband at 300 K: 0.476
Oxide field: 2.32 MV/cm
Oxide field / rough breakdown field: 0.23
```
